# The Paschen curve and its minimum from Townsend's ionization law

Suppose a gas gap is to be ignited by a power supply of given voltage, and the pressure is still free. Before searching for a suitable pressure one must decide whether any exists. If the supply lies below the minimum of the breakdown curve, the search will fail at every pressure. If it lies above, then in the model set out below there are two limiting pressures, one on each side of the minimum, and a root search must be started separately on each side. The theorem below supplies the position and the height of that minimum.

## Setting and assumptions

A plane cathode at $x=0$ faces a plane anode at $x=d$. The gas between them has pressure $p$, and the applied voltage is $V>0$. Here $E$ denotes the magnitude of the electric field, so no sign is attached to the direction in which electrons drift.

1. The field is uniform, $E=V/d$. This requires plates wide compared with the gap, and so little charge in the gap that it does not disturb the field. The second condition holds while the current is small and a single avalanche carries little charge. It may fail after breakdown, and even before it if $\gamma$ is very small.
2. An electron drifting towards the anode makes on average $\alpha$ ionizations per unit length, with
$$\frac{\alpha}{p}=A\,e^{-Bp/E}. \tag{1}$$
The positive numbers $A$ and $B$ are constant for a given gas at a given temperature. The same $\alpha$ applies along the whole gap.
3. Each ionization creates one new electron and one positive ion. No electrons are lost by attachment, recombination or sideways diffusion.
4. Every ion reaches the cathode and releases there, on average, $\gamma$ electrons. The number $\gamma>0$ does not depend on the field or the pressure.

Two abbreviations are used throughout:
$$L=\ln\!\left(1+\frac1\gamma\right),\qquad s=pd .$$

**Theorem.** Under these assumptions the gap has a finite breakdown voltage if and only if $s>L/A$, and then
$$V_b(s)=\frac{Bs}{\ln(As/L)} . \tag{2}$$
This function falls from infinity to a single minimum and then rises without bound. The minimum is
$$V_{\min}=e\,\frac{B}{A}\,\ln\!\left(1+\frac1\gamma\right)\quad\text{at}\quad s_{\min}=\frac{eL}{A}, \tag{3}$$
where $e=2.718\ldots$ is the base of natural logarithms.

The proof has two parts. Lemma 1 finds what "breakdown" demands of $\alpha d$, without using the law (1). Lemma 2 inserts the law.

## Lemma 1: the threshold condition

**Lemma 1.** Let one generation of electrons leave the cathode. The next generation, released by the ions of the first, is on average larger by the factor
$$M=\gamma\left(e^{\alpha d}-1\right). \tag{4}$$
The threshold $M=1$ is equivalent to $\alpha d=L$.

*Proof.* Let $n(x)$ be the mean number of electrons crossing the plane $x$ for each electron that left the cathode. In the slice between $x$ and $x+dx$ each of them makes $\alpha\,dx$ ionizations, and each ionization adds one electron. Hence
$$dn=\alpha n\,dx,\qquad n(0)=1 .$$
Since $E$ is uniform, $\alpha$ does not depend on $x$. Dividing by $n$ and integrating from $0$ to $d$ gives $\ln n(d)=\alpha d$, or $n(d)=e^{\alpha d}$.

One of these electrons is the starter. The other $e^{\alpha d}-1$ were made in the gas, and each left an ion behind. All these ions reach the cathode and release $\gamma$ electrons each, which is (4). Setting $M=1$ gives
$$e^{\alpha d}-1=\frac1\gamma\quad\Longrightarrow\quad e^{\alpha d}=1+\frac1\gamma\quad\Longrightarrow\quad \alpha d=L. \qquad\blacksquare$$

**Why $M=1$ is breakdown.** Let a single seed electron be supplied from outside, for instance by light falling on the cathode. The successive generations contain on average $1, M, M^2,\dots$ electrons at the cathode, and each of these delivers $e^{\alpha d}$ electrons to the anode. For $M<1$ the total is a geometric series,
$$G=e^{\alpha d}\left(1+M+M^2+\dots\right)=\frac{e^{\alpha d}}{1-M}. \tag{5}$$
The seed is amplified by a finite factor, and the current dies out when the seeds stop. As $M$ approaches 1 from below, $G$ grows without bound. At $M=1$ each generation replaces itself on average, and for $M>1$ successive generations grow. On average the discharge then sustains itself without an outside source. The descendants of a single seed may still die out by chance, even for $M>1$, and just above the threshold they usually do. Further seeds are then needed to start the growth. The growth cannot go on for ever: either the supply circuit lowers the voltage across the gap as the current rises, or the accumulated charge distorts the field and assumption 1 fails. Neither effect is part of the model. The theorem therefore gives the voltage at which breakdown starts, and not the current or the voltage of the discharge that follows.

## Lemma 2: the breakdown curve

**Lemma 2.** With the law (1), the condition $\alpha d=L$ has a finite solution $V$ if and only if $As>L$. The solution is unique and is given by (2). For $V>V_b$ one has $M>1$, and for $V<V_b$ one has $M<1$.

*Proof.* Multiply (1) by $pd$ and put $E=V/d$. The exponent becomes $-Bp/E=-Bpd/V=-Bs/V$, so
$$\alpha d=As\,e^{-Bs/V}. \tag{6}$$
At fixed $s$ the right side increases with $V$, because its derivative, $As\,e^{-Bs/V}\,Bs/V^2$, is positive. It tends to $0$ as $V\to0$ and to $As$ as $V\to\infty$, without reaching $As$ at any finite voltage. It therefore takes the value $L$ once if $As>L$, and never if $As\le L$. In the first case
$$e^{-Bs/V}=\frac{L}{As}\quad\Longrightarrow\quad -\frac{Bs}{V}=\ln\frac{L}{As}=-\ln\frac{As}{L}.$$
The two minus signs cancel, and solving for $V$ gives (2). Since $M$ in (4) increases with $\alpha d$, and $\alpha d$ increases with $V$, the statement about $M$ follows. $\blacksquare$

**Remark on similarity.** Pressure and gap enter (6) only through their product. Halving the gap and doubling the pressure leaves the breakdown voltage unchanged. This rests on $\alpha/p$ being a function of $E/p$. The constant $\gamma$ could be replaced by a function of $E/p$ without harm, because $E/p=V/(pd)$ is itself fixed by the voltage and the product $pd$. The field $E$ itself is not invariant. A gap of 5 µm at a few hundred volts carries a field of order $10^8$ V/m, where field emission from the cathode, which depends on $E$ and not on $E/p$, can set in. Real gaps of a few micrometres therefore need not follow the $pd$ scaling.

**Remark on the forbidden region.** For $s\le L/A$ the model has no breakdown at any voltage. Equation (1) limits $\alpha$ to less than $Ap$, so $\alpha d<As$ at every finite voltage. If $As\le L$, the ions are too few to replace the starter, however strong the field.

## Proof of the theorem

Lemma 2 gives the curve and its domain. It remains to find the minimum. Define
$$y=\ln\frac{As}{L},\qquad \frac{dy}{ds}=\frac1s .$$
On the domain $s>L/A$ the variable $y$ runs through all positive numbers, and $V_b=Bs/y$. The quotient rule gives
$$\frac{dV_b}{ds}=\frac{B}{y}-\frac{Bs}{y^2}\cdot\frac1s=\frac{B(y-1)}{y^2}. \tag{7}$$
The denominator is positive, so the sign is that of $y-1$. The curve falls for $0<y<1$ and rises for $y>1$. The point $y=1$ is therefore the global minimum and not merely a stationary point. There
$$\frac{As_{\min}}{L}=e\quad\Longrightarrow\quad s_{\min}=\frac{eL}{A},\qquad V_{\min}=\frac{Bs_{\min}}{1}=e\,\frac BA\,L .$$
At the left end $y\to0$ while $s\to L/A$, so $V_b\to\infty$. At the right end $s$ grows faster than its logarithm, so again $V_b\to\infty$. $\blacksquare$

**Corollary (supply voltage).** If $V<V_{\min}$, no value of $pd$ gives breakdown. If $V>V_{\min}$, the equation $V_b(s)=V$ has one root on the falling branch and one on the rising branch, and $M>1$ between them. This follows from the monotonic branches and the last statement of Lemma 2.

## Shape of the curve

**Reduced form.** Put $s=x\,s_{\min}$. Then $As/L=ex$ and $\ln(ex)=1+\ln x$. With $V_{\min}=Bs_{\min}$, equation (2) becomes
$$\frac{V_b}{V_{\min}}=\frac{x}{1+\ln x},\qquad x>\frac1e . \tag{8}$$
Within this model all gases and cathodes share one curve. The constants $A$, $B$ and $\gamma$ merely set its two scales.

**Near the minimum.** Write (7) as $B(y^{-1}-y^{-2})$ and differentiate once more, using $dy/ds=1/s$:
$$\frac{d^2V_b}{ds^2}=\frac{B}{s}\left(-\frac1{y^2}+\frac2{y^3}\right)=\frac{B(2-y)}{s\,y^3}.$$
At $y=1$ this equals $B/s_{\min}=V_{\min}/s_{\min}^2$. To second order in $x-1$,
$$\frac{V_b}{V_{\min}}\approx1+\frac{(x-1)^2}{2}.$$
A pressure 10 % away from the optimum raises the breakdown voltage by about half a percent. The height of the minimum is thus much easier to determine than its position.

**Near the left end.** Let $s=(L/A)(1+\epsilon)$ with small $\epsilon>0$. Then $y=\ln(1+\epsilon)\approx\epsilon$, and to leading order
$$V_b\approx\frac{BL}{A\epsilon}=\frac{V_{\min}}{e\,\epsilon}.$$
The voltage diverges as the inverse distance from the limiting $pd$.

**Far to the right.** The reduced field on the curve is
$$\frac Ep=\frac{V_b}{s}=\frac By . \tag{9}$$
It falls slowly, as the inverse of a logarithm. The voltage therefore rises less than in proportion to $pd$. From (7), $d\ln V_b/d\ln s=1-1/y$, which approaches 1 only slowly.

## Why there is a minimum

The ratio $E/\alpha$ is the field times the mean distance between ionizations made by one electron. It is the voltage the electron crosses per ionization. On the breakdown curve $\alpha d=L$, hence
$$V_b=Ed=\frac E\alpha\,(\alpha d)=L\,\frac E\alpha . \tag{10}$$
The number of ionization lengths in the gap is fixed at $L$ by the cathode. The voltage is least where each ionization length costs least.

Let $u=E/p$. From (1),
$$\frac E\alpha=\frac uA\,e^{B/u},\qquad \frac{d}{du}\ln\frac E\alpha=\frac1u-\frac B{u^2}=\frac{u-B}{u^2}. \tag{11}$$
The cost falls for $u<B$ and rises for $u>B$. Its least value, at $u=B$, is $eB/A$. At low fields ionization is exponentially rare, and an electron crosses a large voltage between events. At high fields $\alpha$ approaches its ceiling $Ap$, so more field brings hardly more ionization, and $E/\alpha$ grows nearly in proportion to $E$.

This is a second proof of (3). By (9), $u=B/y$ takes every positive value on the curve, including $u=B$, which belongs to $y=1$. Equation (10) then gives $V_{\min}=L\,eB/A$. It also shows that $E/p$ at the minimum equals $B$ and does not depend on the cathode, as long as $\gamma$ is constant.

## A worked example

Take round model parameters, not assigned to any gas: $A=10\ \mathrm{cm^{-1}\,Torr^{-1}}$, $B=300\ \mathrm{V\,cm^{-1}\,Torr^{-1}}$, $\gamma=0.01$ and $d=0.5$ cm. Then
$$L=\ln(1+100)=4.6151,\qquad \frac LA=0.4615\ \text{Torr cm},$$
$$s_{\min}=\frac{2.7183\times4.6151}{10}=1.2545\ \text{Torr cm}\;(1.6726\ \text{Pa m}),$$
$$V_{\min}=Bs_{\min}=300\times1.2545=376.4\ \text{V}.$$
For this gap the best pressure is $1.2545/0.5=2.509$ Torr. The ionization coefficient there is $\alpha=L/d=4.6151/0.5=9.23\ \mathrm{cm^{-1}}$, and each starter delivers $1+1/\gamma=101$ electrons to the anode. The cost per ionization is $eB/A=81.55$ V, and $4.6151\times81.55=376.4$ V, in agreement with (10).

The minimum was also found without equations (2) and (3). The equation $dn/dx=\alpha n$ was integrated step by step across the gap, the voltage giving $M=1$ was located, and this voltage was minimized over pressure. The result is 376.36 V at 1.2545 Torr cm, equal to the formula to all digits shown. The same procedure gives these points of the curve:

| $pd$ (Torr cm) | $V_b$ (V) |
|---|---|
| 0.5 | 1872.7 |
| 0.6 | 685.9 |
| 0.8 | 436.3 |
| 1.0 | 388.0 |
| 2.0 | 409.2 |
| 5.0 | 629.5 |
| 10.0 | 975.3 |

As a check by hand, $pd=2.0$ gives $As/L=20/4.6151=4.334$, whose logarithm is $1.466$, and $V_b=600/1.466=409$ V. The asymmetry is plain: reducing $pd$ from 0.6 to 0.5 Torr cm more than doubles the voltage, while doubling $pd$ from 5 to 10 Torr cm raises it by 55 %.

**Sharpness of the threshold.** At the best pressure and 5 % below $V_{\min}$, at 357.5 V, the feedback factor is $M=0.787$. By (4) each starter yields $e^{\alpha d}=1+0.787/0.01=79.7$ electrons, and (5) gives a total gain of $79.7/(1-0.787)\approx374$. Summing the generations one by one, with unrounded values, gives 374.6. At 395.2 V, 5 % above $V_{\min}$, $M=1.255$, and each generation exceeds the last by about a quarter. The two voltages lie on opposite sides of the threshold. On average, any step from below to above it, however small, turns a finite amplifier into a growing discharge.

**A 500 V supply.** This exceeds $V_{\min}$, so the corollary promises a window. Its edges are 1.408 Torr and 6.513 Torr. Below the lower edge the electrons meet too few atoms or molecules. Above the upper edge $E/p$ is too small. A supply of 350 V would ignite this gap at no pressure.

## Remarks on the cathode

**Constant $\gamma$.** The cathode enters $V_{\min}$ through $L$ alone. Differentiating $L=\ln(1+\gamma)-\ln\gamma$ gives
$$\frac{dL}{d\gamma}=\frac1{1+\gamma}-\frac1\gamma=-\frac1{\gamma(1+\gamma)},$$
and since $V_{\min}$ is proportional to $L$,
$$\frac{dV_{\min}}{V_{\min}}=-\frac{1}{(1+\gamma)L}\,\frac{d\gamma}{\gamma}. \tag{12}$$
In the example the factor is $1/(1.01\times4.6151)=0.21$. A small relative error in $\gamma$ shrinks to about a fifth in the voltage, whereas a relative error in $B$ passes on in full. Large changes still matter: with $\gamma=0.1$ the minimum drops to 195.5 V at 0.652 Torr cm, about half of each former value.

**$\gamma$ that rises with $E/p$.** Now let $\gamma$ be an increasing function of $u=E/p$, so that $L(u)$ decreases. The threshold $\alpha d=L(u)$ reads $As\,e^{-B/u}=L(u)$, hence
$$s=\frac{L(u)}A\,e^{B/u},\qquad V_b=us=\frac{u\,L(u)}A\,e^{B/u},$$
$$\frac{d\ln V_b}{du}=\frac{u-B}{u^2}+\frac{L'(u)}{L(u)} .$$
The last term is negative. The voltage is therefore still falling with $u$ everywhere up to and including $u=B$. If the curve has a lowest point, it lies at $E/p>B$, and its voltage is below formula (3) evaluated with $\gamma(B)$. Both factors of $s$ decrease with $u$, so it also lies at smaller $pd$.

For illustration take $\gamma=0.01\sqrt{u/B}$, which agrees with the constant value at $u=B$. The minimum is then 374.1 V at 1.112 Torr cm, with $E/p=336.5\ \mathrm{V\,cm^{-1}\,Torr^{-1}}$. The position has moved by 11 %, the voltage by 0.6 %. The voltage responds weakly because $\gamma$ was matched to the constant value at $u=B$, where the cost $E/\alpha$ is stationary. This small shift belongs to the chosen dependence. With $\gamma=0.01\,u/B$ the minimum moves further, to 366.6 V at 0.945 Torr cm, and the left branch no longer rises to infinity: for large $u$ one has $L\approx1/\gamma$, so $V_b\to B/(0.01A)=3000$ V as $pd\to0$, and a supply above that value has no lower pressure limit. With $\gamma=0.01\,(u/B)^2$ the curve no longer has a minimum.

## Where the result fails

**The left branch.** Equation (1) describes a gas over a limited range of $E/p$. By (9), $E/p$ grows without bound as $s$ approaches $L/A$. In the example it is already $1872.7/0.5\approx3750\ \mathrm{V\,cm^{-1}\,Torr^{-1}}$ at $pd=0.5$ Torr cm, more than twelve times its value at the minimum. Constants fitted near the minimum are then used far outside their range. At small $pd$ an electron also makes few collisions on its way across the gap. It may then never reach the steady balance between energy gained from the field and energy lost in collisions that is presupposed when $\alpha/p$ is taken to depend on $E/p$ alone. The vertical wall at $L/A$ is a property of the model, and it should not be read as a safe limit for insulation.

**The right branch.** By (9), $E/p$ also leaves the neighbourhood of $B$ at large $pd$. In the example it is about 98, 56 and 40 $\mathrm{V\,cm^{-1}\,Torr^{-1}}$ at $pd=10$, 100 and 760 Torr cm, so constants fitted near the minimum may again be outside their range. Moreover, at threshold one avalanche carries $1+1/\gamma$ electrons. If $\gamma$ is so small that this number approaches about $10^8$ in a gap near atmospheric pressure, the charge of that single avalanche distorts the field, assumption 1 fails before $M=1$ is reached, and breakdown proceeds by streamers, which the model does not describe.

**Attachment.** If electrons are captured by molecules, the electron number no longer grows as $e^{\alpha d}$, and Lemma 1 must be derived anew with the loss included.

**Non-uniform fields.** If $\alpha$ varies along the path, the integration in Lemma 1 gives $\ln n(d)=\int_0^d\alpha\,dx$, and the threshold becomes $\int_0^d\alpha\,dx=L$. Equation (6) does not follow from this, so neither (2) nor (3) may be used.

**Temperature.** Electrons collide with particles, and pressure measures their density at a fixed temperature. If the gas is heated uniformly at constant pressure the density falls. Suppose that $\alpha$ divided by the density depends only on the field divided by the density. Then $A$ and $B$, being defined per unit pressure, fall in the same proportion as the density. Their ratio is unchanged, so for constant $\gamma$ the voltage $V_{\min}$ stays the same, while $s_{\min}$ rises in proportion to the absolute temperature. Constants measured at one temperature therefore give the wrong position of the minimum at another.

## Computed results

```
A = 10 1/(cm Torr)
B = 300 V/(cm Torr)
gamma = 0.01 (no unit)
gap d = 0.5 cm
L = ln(1+1/gamma) = 4.6151 (no unit)
limiting pd = L/A = 0.4615 Torr cm
pd at minimum, formula = 1.2545 Torr cm
pd at minimum, formula = 1.6726 Pa m
pd at minimum, marched avalanche = 1.2545 Torr cm
V_min, formula = 376.36 V
V_min, marched avalanche = 376.36 V
pressure at minimum = 2.509 Torr
field at minimum = 752.7 V/cm
E/p at minimum = 300.0 V/(cm Torr)
alpha at minimum = 9.230 1/cm
electrons at anode per starter, at minimum = 101.00
least voltage per ionization E/alpha = 81.55 V
curve from marched avalanche:
  pd = 0.5 Torr cm: V_b = 1872.7 V
  pd = 0.6 Torr cm: V_b = 685.9 V
  pd = 0.8 Torr cm: V_b = 436.3 V
  pd = 1.0 Torr cm: V_b = 388.0 V
  pd = 2.0 Torr cm: V_b = 409.2 V
  pd = 5.0 Torr cm: V_b = 629.5 V
  pd = 10.0 Torr cm: V_b = 975.3 V
5 % below V_min: V = 357.5 V, feedback M = 0.787
  gain summed over generations = 374.6 (no unit)
5 % above V_min: V = 395.2 V, feedback M = 1.255
supply voltage = 500 V
  lowest pressure for breakdown = 1.408 Torr
  highest pressure for breakdown = 6.513 Torr
gamma = 0.1: V_min = 195.54 V, pd = 0.6518 Torr cm
gamma = 0.01 sqrt((E/p)/B), minimum of the curve:
  V = 374.09 V, pd = 1.1116 Torr cm
  E/p = 336.5 V/(cm Torr)
```
